# Fields and displacement in a short-circuited superlattice of two equal layers

**Question**

I am stuck on an exercise about a ferroelectric/dielectric superlattice. Two kinds of layer alternate and have equal thickness. Their background relative permittivities are 50 and 300. The first kind also carries a fixed polarization of 0.5 C/m², perpendicular to the layers. The stack is short-circuited, and I have to find the field in each layer and the common displacement.

My first idea was that a short circuit means zero field. But then $D=\varepsilon_0\varepsilon E+P$ gives $D=P$ in the first layer and $D=0$ in the second, although $D$ is supposed to be common to both. I also don't see how to get fields without knowing the thickness. Finally, does the 0.5 C/m² already include the dielectric response described by the 50, or does that come on top? And would the answer mean anything for a real oxide stack?

**Answer**

A short circuit fixes the voltage across the whole stack, not the field in each layer. The two fields can be large as long as their voltages cancel. That removes your contradiction, and it is also why the thickness drops out.

**What "fixed polarization" means**

Let $z$ point along the fixed polarization $P$, and count fields and displacements as positive along $+z$. I take $P$ to be the polarization that layer 1 has at zero field. The background response comes on top of it, so the total polarizations are

$$P_1=P+\varepsilon_0(\varepsilon_1-1)E_1,\qquad P_2=\varepsilon_0(\varepsilon_2-1)E_2 .$$

Inserting these into the definition $D=\varepsilon_0E+P_{\rm total}$ gives

$$D_1=\varepsilon_0\varepsilon_1E_1+P,\qquad D_2=\varepsilon_0\varepsilon_2E_2 .$$

The "1" in $\varepsilon_1-1$ has been absorbed by the vacuum term $\varepsilon_0E_1$.

**The two conditions**

The layers are taken as wide and laterally uniform, so all fields point along $z$. Gauss's law says that $D$ jumps at an interface by the free charge per area there. With no free charge at the interfaces,

$$D_1=D_2=D .$$

This holds at every interface, so all layers of type 1 have the same field $E_1$, and all layers of type 2 the same $E_2$. For $N$ periods with layer thickness $d$ and ideal electrodes, the short circuit requires

$$N(E_1d+E_2d)=0\quad\Longrightarrow\quad E_2=-E_1 .$$

Both $N$ and $d$ cancel here.

**Solving for the fields**

Set the two expressions for $D$ equal and replace $E_2$ by $-E_1$:

$$\varepsilon_0\varepsilon_1E_1+P=-\varepsilon_0\varepsilon_2E_1 .$$

Collecting the terms in $E_1$ gives $\varepsilon_0(\varepsilon_1+\varepsilon_2)E_1=-P$, so

$$E_1=-\frac{P}{\varepsilon_0(\varepsilon_1+\varepsilon_2)},\qquad E_2=+\frac{P}{\varepsilon_0(\varepsilon_1+\varepsilon_2)},$$

$$D=\varepsilon_0\varepsilon_2E_2=\frac{\varepsilon_2}{\varepsilon_1+\varepsilon_2}\,P .$$

With your numbers,

$$E_1=-\frac{0.5\ \text{C/m}^2}{(8.854\times10^{-12}\ \text{F/m})(350)}=-1.613\times10^{8}\ \text{V/m}=-1.61\ \text{MV/cm},$$

and $E_2=+1.61$ MV/cm. The displacement is

$$D=\frac{300}{350}(0.5\ \text{C/m}^2)=0.429\ \text{C/m}^2=42.9\ \mu\text{C/cm}^2 .$$

The field in layer 1 opposes its polarization: it is a depolarizing field. The field in layer 2 points along $+z$ and polarizes that layer.

**The same result from bound charge**

The background response in layer 1 is negative because $E_1$ is negative. It lowers the total polarization from 50 to $P_1=43.00\ \mu$C/cm². In layer 2 the field induces $P_2=42.71\ \mu$C/cm². The interface where $P_1$ ends and $P_2$ begins, going along $+z$, therefore carries a bound charge $P_1-P_2=0.29\ \mu$C/cm².

Continuity of $D$, written with total polarizations, is $\varepsilon_0E_1+P_1=\varepsilon_0E_2+P_2$. With $E_2=-E_1$ it becomes

$$E_1=-\frac{P_1-P_2}{2\varepsilon_0} .$$

So the field comes from the small mismatch between two nearly equal polarizations. A mismatch below 1% of $P_1$ is enough for more than 1 MV/cm: by this formula, each MV/cm takes a mismatch of only $2\varepsilon_0|E_1|\approx0.18\ \mu$C/cm².

**If the total polarization were fixed**

Suppose instead that 0.5 C/m² were the whole polarization of layer 1, held there whatever the field. Then $D=\varepsilon_0E_1+P$, and $\varepsilon_1$ is replaced by 1 in the result:

$$D=\frac{\varepsilon_2}{1+\varepsilon_2}P=49.8\ \mu\text{C/cm}^2 .$$

The permittivity 50 would play no part. Since the exercise gives a *background* permittivity for that layer, the first reading is the natural one.

**Limits and the role of the circuit**

If $\varepsilon_2\gg\varepsilon_1$, layer 2 polarizes easily, $D$ approaches $P$, and both fields become small compared with $P/(\varepsilon_0\varepsilon_1)$. Their absolute size, about $P/(\varepsilon_0\varepsilon_2)$, can still be several MV/cm. If $\varepsilon_1=\varepsilon_2$, then $D=P/2$. If $\varepsilon_2\ll\varepsilon_1$, $D$ is a small fraction of $P$ and the depolarizing field approaches $-P/(\varepsilon_0\varepsilon_1)$.

For unequal thicknesses $d_1$ and $d_2$, write $E_1=(D-P)/(\varepsilon_0\varepsilon_1)$ and $E_2=D/(\varepsilon_0\varepsilon_2)$ in the condition $E_1d_1+E_2d_2=0$. Multiplying by $\varepsilon_0$ and solving for $D$ gives

$$D=\frac{P\,d_1/\varepsilon_1}{d_1/\varepsilon_1+d_2/\varepsilon_2} .$$

So what matters is the ratio of thicknesses, not their absolute size. A very thin layer 2 gives $D\to P$, a very thick one $D\to0$.

An open circuit with uncharged electrodes is different. There $D=0$, hence $E_2=0$ and $E_1=-P/(\varepsilon_0\varepsilon_1)$. For your permittivities this depolarizing field is $350/50=7$ times the short-circuit one. The wire lets charge $D$ per area flow to the electrodes, and with your values that charge compensates most of the polarization.

**Energy of the uniform state**

This energy will be needed below. At zero voltage, consider per period and area

$$G(D)=d\left[\frac{(D-P)^2}{2\varepsilon_0\varepsilon_1}+\frac{D^2}{2\varepsilon_0\varepsilon_2}\right].$$

Its derivative is $d(E_1+E_2)$, so a stationary $G$ is the short-circuit condition. The second derivative is positive, so it is a minimum. There, $D-P=\varepsilon_0\varepsilon_1E_1$ and $D=-\varepsilon_0\varepsilon_2E_1$, which gives

$$G_{\min}=\tfrac12\varepsilon_0(\varepsilon_1+\varepsilon_2)E_1^2d=\tfrac12P|E_1|d .$$

For $d=4$ nm this is 161 mJ/m². The fields do not depend on thickness, but this energy does.

**Would a real oxide stack behave like this?**

If the permittivities are read as the full small-signal response of each layer, your values are in the rough range of perovskite-oxide ferroelectric/dielectric superlattices near room temperature. The weak point is the field: at 1.6 MV/cm, a constant permittivity of 300 is a poor description of a soft dielectric. To see how much this matters, I use rough, round material parameters and keep $P$ and the small-signal permittivities at your values. The numbers below are estimates for this model, not data for a particular material.

*Nonlinear dielectric.* Let layer 2 stiffen as

$$E_2=\frac{D}{\varepsilon_0\varepsilon_2}+BD^3,\qquad B=7\times10^9\ \text{V m}^5/\text{C}^3 .$$

At the linear answer, $D=0.429$ C/m², the cubic term would be about 5.5 MV/cm, against 1.6 MV/cm for the linear term. It cannot be treated as a small correction. The short-circuit condition becomes

$$\frac{D-P}{\varepsilon_0\varepsilon_1}+\frac{D}{\varepsilon_0\varepsilon_2}+BD^3=0 .$$

Numerical root finding gives $D=33.2\ \mu$C/cm², 23% below the linear result, and $E_1=-3.80$ MV/cm. The stiffer layer 2 needs more field for a given displacement.

*Soft ferroelectric.* The polarization of layer 1 also yields nonlinearly. A double-well model for its total polarization $p$ is

$$E_1=ap+bp^3 .$$

Zero field at $p=P$ requires $b=-a/P^2$. The slope there is $a+3bP^2=-2a$. It must equal $1/(\varepsilon_0\chi)$ with $\chi=\varepsilon_1-1=49$, so $a=-1/(2\varepsilon_0\chi)$.

With a linear layer 2 this case can be solved by hand. From $\varepsilon_0E_1+p=D=-\varepsilon_0\varepsilon_2E_1$ we get $E_1=-p/[\varepsilon_0(1+\varepsilon_2)]$. Insert this on the left of the double-well law and divide by $p\neq0$:

$$a+bp^2=-\frac{1}{\varepsilon_0(1+\varepsilon_2)} .$$

Division by $|a|=1/(2\varepsilon_0\chi)$ gives $-1+p^2/P^2=-2\chi/(1+\varepsilon_2)$, or

$$p=P\sqrt{1-\frac{2\chi}{1+\varepsilon_2}}=P\sqrt{1-\frac{98}{301}}=0.821\,P .$$

Then $D=p\,\varepsilon_2/(1+\varepsilon_2)=40.9\ \mu$C/cm², 4.5% below the linear result. In this model a uniform polar state exists if $2\chi<1+\varepsilon_2$. With $\chi=49$, a layer 2 with $\varepsilon_2\le97$ would destroy it, whereas the fixed-$P$ model gives a polar state for any $\varepsilon_2$.

*Both together.* Solving numerically with both nonlinear laws gives $D=25.9\ \mu$C/cm² and $E_1=-2.19$ MV/cm. The displacement is 40% below the linear answer, more than the sum of the separate reductions.

This state lies close to an instability of layer 1. The opposing field that the double well can withstand, $-(ap+bp^3)$, is largest at $p=P/\sqrt3$, where it equals

$$\frac{2|a|P}{3\sqrt3}=\frac{P}{3\sqrt3\,\varepsilon_0\chi}=2.22\ \text{MV/cm} .$$

The solution has $p=D-\varepsilon_0E_1\approx26\ \mu$C/cm², below $P/\sqrt3\approx29\ \mu$C/cm². It has therefore passed this maximum, and the slope $dE_1/dp=a+3bp^2$ is negative, about $-0.2\times10^9$ V m/C. Layer 1 held alone at this fixed field would be unstable in this state: a small disturbance would send it either to the metastable state with larger $p$ or over to the opposite polarization. In the stack, layer 2 contributes the positive slope $1/(\varepsilon_0\varepsilon_2)+3BD^2\approx1.8\times10^9$ V m/C. The sum is positive, so the state is stable against uniform changes of polarization. That says nothing about domains. Note also that 2.22 MV/cm is the field for uniform switching in this model; real films switch by nucleation and wall motion, usually at lower fields.

**Domains**

Layer 1 can lower its electrostatic energy by splitting into stripes of alternating polarization $\pm P$. Let each stripe have width $w$, with the same aligned pattern in every layer of type 1, and neglect the ends of the stack. I return to linear, isotropic permittivities for this estimate.

The square wave of polarization contains odd harmonics with wave number $k=n\pi/w$ and amplitude $P_n=4P/(n\pi)$. Each harmonic puts charges $\pm P_n\cos kx$ on the two faces of layer 1. By symmetry the potential vanishes at the middle of every layer, and inside a layer it varies as $\sinh kz$, with $z$ measured from that middle. If its amplitude at the interface is $A$, Gauss's law reads

$$\varepsilon_0k(\varepsilon_1+\varepsilon_2)\coth(kd/2)\,A=P_n .$$

The energy is half of charge times potential. The average of $\cos^2kx$ is $1/2$ and there are two interfaces per period, so each harmonic contributes $P_nA/2$ per area. Walls of height $d$, spaced by $w$, add $\gamma d/w$, where $\gamma$ is the energy per wall area. Altogether,

$$U(w)=\sum_{n\ \rm odd}\frac{8P^2}{n^2\pi^2}\,\frac{\tanh(kd/2)}{\varepsilon_0(\varepsilon_1+\varepsilon_2)k}+\frac{\gamma d}{w} .$$

For very wide stripes $\tanh(kd/2)\to kd/2$. Since $\sum_{n\,\rm odd}8/(n^2\pi^2)=1$, the first term then becomes $P^2d/[2\varepsilon_0(\varepsilon_1+\varepsilon_2)]$, the single-domain energy found above.

I take $\gamma=100$ mJ/m² as a rough value, sum the series numerically, and scan widths from 1 to 200 nm:

- For $d=4$ nm, the single domain has 161.3 mJ/m². Stripes 8 nm wide have 167.7 mJ/m². The lowest value in the scan, 161.6 mJ/m², belongs to the widest stripes, 200 nm, whose energy is already approaching the single-domain limit.
- For $d=10$ nm, the single domain has 403 mJ/m², while stripes about 7.3 nm wide have 293 mJ/m².

So in this model the thick layers prefer domains. For the 4 nm layers the single domain wins in the linear estimate, but only narrowly. With both nonlinear laws the energy of the uniform 4 nm state, counted from the zero-field state, rises to about 235 mJ/m², a shift far larger than the margin; the stripe energy would change too, so the 4 nm case is left undecided. The verdict depends on the linear permittivities, which are a poor description at these fields, and on $\gamma$. The wall term of the 8 nm stripes is $\gamma/2$, so lowering $\gamma$ by about 13 mJ/m² would already make them equal to the single domain.

Domain formation changes the simple answer drastically. Stripes of equal width have no average polarization, so the laterally averaged $D$ at short circuit is zero instead of 42.9 µC/cm². The thickness, which cancelled from the fields, thus returns in deciding whether the uniform solution applies.

**Electrodes, leakage and breakdown**

Real electrodes screen over a finite distance. Represent each by a vacuum gap of effective length $\lambda$, in which the field is $D/\varepsilon_0$. The zero-voltage condition becomes

$$Nd\left[\frac{D-P}{\varepsilon_0\varepsilon_1}+\frac{D}{\varepsilon_0\varepsilon_2}\right]+\frac{2\lambda D}{\varepsilon_0}=0,$$

and therefore

$$D=\frac{PNd/\varepsilon_1}{Nd(1/\varepsilon_1+1/\varepsilon_2)+2\lambda} .$$

For 20 periods of 4 nm layers, $Nd=80$ nm. With $\lambda=0.01$ nm the denominator is $1.867+0.020$ nm, and $D=42.4\ \mu$C/cm², 1.1% below the ideal value. For one period the same $2\lambda=0.020$ nm would be added to only 0.093 nm, and the reduction would be about 18%.

The linear field is 0.54 of a rough breakdown field of 3 MV/cm. That is a small margin. The 3.80 MV/cm found with the nonlinear dielectric alone is larger still, but it also exceeds the 2.22 MV/cm that the double well can hold, so it is not reached once layer 1 is allowed to soften. For layers only a few nanometres thick, where the voltage per layer is small, the comparison with a single breakdown field is only indicative.

The voltage across one 4 nm layer is 0.645 V. With ideal electrodes the next layer reverses it exactly, so the voltage does not build up along the stack. For a rough band gap of 3 eV, equal in both layers and without band offsets, band-to-band tunnelling across one layer is not energetically possible here. At the same uniform field it would become possible at a layer thickness of about 18.6 nm, but in the domain estimate above such thick layers prefer stripes, which lower the potential drop, so this threshold applies only if the single domain is kept. This does not exclude leakage through defects.

Leakage matters because it can bring free charge to the interfaces. If the interface at the $+z$ face of layer 1 holds free charge $\sigma$ per area, and the opposite face holds $-\sigma$, then $D_2-D_1=\sigma$. With $E_2=-E_1$,

$$E_2=\frac{P+\sigma}{\varepsilon_0(\varepsilon_1+\varepsilon_2)} .$$

For $\sigma=-P$ both fields vanish. That is the zero-field state you first imagined: $D=P$ in one layer and $D=0$ in the other, with free charge accounting for the jump. Without that charge, the exercise has the answer $E_1=-1.61$ MV/cm, $E_2=+1.61$ MV/cm and $D=42.9\ \mu$C/cm².

All numerical values are calculated from the stated model.
